**Kohler's variational bound and entropy production, tested on a two-dimensional electron gas**

For any trial deviation function ψ with current J, the program tests ⟨ψ,Pψ⟩ ≥ J·ρ·J, where P is the linearized collision operator, ρ the resistivity tensor and ⟨a,b⟩ twice the sum of ab over wave vectors, per area. The model has an elliptical band, screened impurities and phonons of one energy. The program asserts that the linear solution makes the field drift cancel the part of the nonlinear collision rate that is odd in the deviation, and that the entropy production of electrons plus bath agrees with ⟨ψ,Pψ⟩/T for a small random deviation, averaged over its two signs. It also asserts the bound and the fixed-field maximum for 300 random trials, the quadratic error law, and the Ritz formula against a direct scan. The exact ρ_xx is 254.2 ohm; a displaced Fermi distribution gives the bound 283.7 ohm, and six Ritz functions give 255.4 ohm. At 45 degrees to the axes, a trial with transverse current gives a quotient of 338.1 ohm, below the true 379.5 ohm, so the current of the trial must lie along the chosen direction. Compared with the exact solution, the displaced distribution produces more entropy at the same current and less at the same field when balanced against Joule heat.

## Numerical check

```python
# Kohler's variational principle for the linearized Boltzmann equation.
# Result under test: for every trial deviation psi with current J,
#     <psi, P psi>  >=  J . rho . J ,
# and <psi, P psi>/T is the entropy production of scattering. It is least at
# fixed current, and greatest at fixed field among trials that balance Joule heat.
# Symbols: f = 1/(exp((eps-mu-phi)/kT)+1), phi = deviation function (energy),
#   P = linearized collision operator, X = -e v (-df0/deps), P phi = E.X,
#   <a,b> = (2/area) sum over k of a b, rho = inverse of the conductivity sigma.
# Model: 2D elliptical band; impurities and one phonon energy, both with
#   coupling 1/(1+q^2/kappa^2)^2. States are labelled by energy and the
#   elliptical angle, in which the density of states is uniform.
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc

e, hbar, kB = sc.e, sc.hbar, sc.k
meV = 1e-3 * e
T = 300.0
kT = kB * T
mu_meV, phonon_meV, top_meV = 50.0, 30.0, 360.0
mass_ratio = np.array([0.2, 0.8])
mass = mass_ratio * sc.m_e
kappa = 1.0e9
tau_imp, tau_ph = 0.2e-12, 0.1e-12
mu = mu_meV * meV
bose = 1 / np.expm1(phonon_meV * meV / kT)


def build(step_meV, n_angle):
    """Discretize the model and solve P phi = X for both field directions."""
    g = SimpleNamespace()
    n_energy = round(top_meV / step_meV)
    hop = round(phonon_meV / step_meV)
    level = np.tile(np.arange(n_energy), n_angle)
    g.eps = (level + 0.5) * step_meV * meV
    g.angle = np.repeat(2 * np.pi * np.arange(n_angle) / n_angle, n_energy)
    g.k = np.sqrt(2 * mass[:, None] * g.eps) / hbar
    g.k = g.k * np.array([np.cos(g.angle), np.sin(g.angle)])
    g.v = hbar * g.k / mass[:, None]
    g.f0 = 1 / (np.exp((g.eps - mu) / kT) + 1)
    # rate[i, j]: probability per time for i -> j, final state empty
    g.rate = (g.k[0][:, None] - g.k[0]) ** 2
    g.rate += (g.k[1][:, None] - g.k[1]) ** 2
    g.rate = 1 / (1 + g.rate / kappa**2) ** 2 / n_angle
    jump = (level[None, :] - level[:, None]).astype(np.int16)
    strength = np.zeros(2 * n_energy + 1)
    strength[n_energy] = 1 / tau_imp
    strength[n_energy + hop] = bose / tau_ph
    strength[n_energy - hop] = (bose + 1) / tau_ph
    g.rate *= strength[jump + n_energy]
    g.weight = (2 * np.sqrt(mass.prod()) / (2 * np.pi * hbar**2)
                * step_meV * meV / n_angle)
    g.equil = g.f0[:, None] * g.rate * (1 - g.f0)[None, :]
    g.out = g.equil.sum(axis=1) / kT
    g.P = -g.equil / kT
    g.P[np.diag_indices_from(g.P)] += g.out
    g.window = g.f0 * (1 - g.f0) / kT
    g.X = -e * g.v * g.window
    half = g.eps.size // 2          # second half holds the states at -k
    odd_P = g.P[:half, :half] - g.P[:half, half:]
    sol = np.linalg.solve(odd_P, g.X[:, :half].T).T
    g.phi = np.concatenate([sol, -sol], axis=1)
    g.sigma = g.weight * g.X @ g.phi.T
    g.rho = np.linalg.inv(g.sigma)
    return g


fine = build(3.0, 28)
rho_fine = np.diag(fine.rho).copy()
del fine
g = build(5.0, 24)
rho, sigma = g.rho, g.sigma
assert np.allclose(np.diag(rho), rho_fine, rtol=3e-3)


def current(psi):
    return g.weight * g.X @ psi


def dissipation(psi):
    return g.weight * psi @ (g.P @ psi)


def quotient(psi, n):
    return dissipation(psi) / (n @ current(psi)) ** 2


def fermi(phi):
    return 1 / (np.exp((g.eps - mu - phi) / kT) + 1)


def collide(f):
    """Full nonlinear collision rate with Pauli blocking."""
    return (1 - f) * (g.rate.T @ f) - f * (g.rate @ (1 - f))


rng = np.random.default_rng(7)
n_states = g.eps.size

# Detailed balance: symmetric equilibrium rates, and f0 is stationary
assert np.abs(g.equil - g.equil.T).max() < 1e-10 * g.equil.max()
assert np.abs(collide(g.f0)).max() < 1e-10 * (g.out * kT).max()

# Linearization of the collision rate for an arbitrary deviation
phi_r = 0.01 * kT * rng.uniform(-1, 1, n_states)
odd_part = (collide(fermi(phi_r)) - collide(fermi(-phi_r))) / 2
linear = -g.P @ phi_r
assert np.abs(odd_part - linear).max() < 1e-3 * np.abs(linear).max()

# Stationarity from the definition: displace f0 in k, add nonlinear collisions
field = 100.0 * np.array([0.6, 0.8])
phi_f = field @ g.phi
dt = 1e5 * hbar / (e * 100.0)


def displaced(sign):
    k_new = g.k + sign * e * field[:, None] * dt / hbar
    energy = (hbar**2 * k_new**2 / (2 * mass[:, None])).sum(axis=0)
    return 1 / (np.exp((energy - mu) / kT) + 1)


drift = (displaced(1) - displaced(-1)) / (2 * dt)
scatter = (collide(fermi(phi_f)) - collide(fermi(-phi_f))) / 2
assert np.abs(drift + scatter).max() < 1e-4 * np.abs(drift).max()
J_direct = -e * g.weight * g.v @ (fermi(phi_f) - fermi(-phi_f)) / 2
assert np.allclose(J_direct, sigma @ field, rtol=1e-4)
assert np.isclose(field @ J_direct, dissipation(phi_f), rtol=1e-4)


# Entropy production: electron entropy differentiated directly, plus bath heat/T
def entropy(f):
    return -f * np.log(f) - (1 - f) * np.log(1 - f)


phi_s = 0.02 * kT * rng.uniform(-1, 1, n_states)
total, tiny = 0.0, 1e-15
for sign in (1, -1):
    f = fermi(sign * phi_s)
    c = collide(f)
    electrons = kB * g.weight * np.sum(
        entropy(f + tiny * c) - entropy(f - tiny * c)) / (2 * tiny)
    bath = -g.weight * np.sum(g.eps * c) / T
    total += (electrons + bath) / 2
entropy_ratio = total / (dissipation(phi_s) / T)
assert abs(entropy_ratio - 1) < 2e-3

# Tensor bound, and the maximum at fixed field, for 300 random trials
least_ratio, greatest_balanced = np.inf, 0.0
for _ in range(300):
    direction = rng.normal(size=2)
    exact = direction @ g.phi
    noise = rng.normal(size=n_states) * np.sqrt(np.mean(exact**2))
    psi = exact + 10 ** rng.uniform(-2, 1) * noise
    J = current(psi)
    least_ratio = min(least_ratio, dissipation(psi) / (J @ rho @ J))
    balanced = psi * (direction @ J) / dissipation(psi)
    assert np.isclose(dissipation(balanced), direction @ current(balanced))
    greatest_balanced = max(greatest_balanced, dissipation(balanced)
                            / (direction @ sigma @ direction))
assert least_ratio > 1 - 1e-10
assert greatest_balanced < 1 + 1e-10

# Trials for current along x
ex, ey = np.eye(2)
kx, ky = g.k / 1e9
s = g.eps / kT
shift_x, shift_y = quotient(kx, ex), quotient(ky, ey)
poor_x = quotient(kx * s**2, ex)
life = g.X[0] / g.out
life_direct = 1 / (ex @ current(life))
life_bound = quotient(life, ex)


def ritz(basis):
    B = np.array(basis)
    A = g.weight * B @ g.P @ B.T
    b = g.weight * B @ g.X[0]
    return 1 / (b @ np.linalg.solve(A, b)), A, b


c2 = np.cos(2 * g.angle)
family = [kx, kx * s, kx * s**2, kx * c2, kx * c2 * s, kx * c2 * s**2]
ritz_values = [ritz(family[:n])[0] for n in (1, 2, 3, 6)]
assert all(a >= b for a, b in zip(ritz_values, ritz_values[1:]))
assert min(ritz_values + [poor_x, life_bound]) >= rho[0, 0] * (1 - 1e-10)
assert shift_y >= rho[1, 1]
# Ritz formula against a scan over the mixing of two functions
best2, A2, b2 = ritz(family[:2])
mix = np.linspace(0, np.pi, 200001)
u = np.array([np.cos(mix), np.sin(mix)])
scan = np.einsum('ia,ij,ja->a', u, A2, u) / (b2 @ u) ** 2
assert np.isclose(scan.min(), best2, rtol=1e-5)

# Second-order error of the bound: trial with the same current as the solution
j = 1.0
phi_j = rho[0, 0] * j * g.phi[0]
psi_j = kx * j / current(kx)[0]
eta = psi_j - phi_j
excess = quotient(psi_j, ex) - rho[0, 0]
excess_half = quotient(phi_j + eta / 2, ex) - rho[0, 0]
assert np.isclose(excess * j**2, dissipation(eta), rtol=1e-6)
assert np.isclose(excess / excess_half, 4, rtol=1e-6)
rms_error = np.sqrt(np.sum(g.window * eta**2) / np.sum(g.window * phi_j**2))
rms_phi = np.sqrt(np.sum(g.window * phi_j**2) / np.sum(g.window))

# Field at 45 degrees: transverse current spoils the naive quotient
n45 = np.array([1.0, 1.0]) / np.sqrt(2)
t45 = np.array([-1.0, 1.0]) / np.sqrt(2)
rho_nn = n45 @ rho @ n45
tilted = n45 @ g.phi
naive = quotient(tilted, n45)
J_tilted = current(tilted)
transverse = (t45 @ J_tilted) / (n45 @ J_tilted)
assert np.isclose(naive, 1 / (n45 @ sigma @ n45)) and naive < 0.99 * rho_nn
aligned = kx / current(kx)[0] + ky / current(ky)[1]
assert abs(t45 @ current(aligned)) < 1e-9 * (n45 @ current(aligned))
aligned_bound = quotient(aligned, n45)
assert aligned_bound >= rho_nn

# The two entropy extrema for current along x
field_x = rho[0, 0] * j
made_exact = dissipation(phi_j) / T
made_fixed_J = dissipation(psi_j) / T
psi_bal = kx * field_x * current(kx)[0] / dissipation(kx)
made_fixed_E = dissipation(psi_bal) / T
J_bal = current(psi_bal)[0]
assert made_fixed_E < made_exact < made_fixed_J
assert np.isclose(made_exact, field_x * j / T)

density = g.weight * g.f0.sum()
to_gauss = 4 * np.pi * sc.epsilon_0 / 100
print(f"temperature: {T:.0f} K; kT = {kT/meV:.3f} meV")
print(f"chemical potential: {mu_meV:.0f} meV")
print(f"phonon energy: {phonon_meV:.0f} meV; Bose number {bose:.4f}")
print(f"masses x, y: {mass_ratio[0]}, {mass_ratio[1]} electron masses")
print(f"screening wave number kappa: {kappa*1e-9:.1f} 1/nm")
print(f"tau impurity, tau phonon: {tau_imp*1e12}, {tau_ph*1e12} ps")
print(f"energy cut-off: {top_meV:.0f} meV; grid states: {n_states}")
print(f"electron density: {density*1e-4:.4e} 1/cm^2")
print(f"exact rho_xx: {rho[0,0]:.3f} ohm")
print(f"exact rho_yy: {rho[1,1]:.3f} ohm")
print(f"exact rho_xx, Gaussian: {rho[0,0]*to_gauss:.4e} s/cm")
print(f"refined grid rho_xx: {rho_fine[0]:.3f} ohm")
print(f"refined grid rho_yy: {rho_fine[1]:.3f} ohm")
print("-- bounds on rho_xx --")
print(f"displaced Fermi, psi = kx: {shift_x:.3f} ohm")
print(f"  excess over exact: {100*(shift_x/rho[0,0]-1):.3f} %")
print(f"  rms error of psi at equal current: {100*rms_error:.2f} %")
print(f"  excess with psi error halved: {100*excess_half/rho[0,0]:.3f} %")
print(f"poor trial, psi = kx eps^2: {poor_x:.3f} ohm")
print(f"lifetime trial in quotient: {life_bound:.3f} ohm")
print(f"lifetime formula without quotient: {life_direct:.3f} ohm")
for n, value in zip((1, 2, 3, 6), ritz_values):
    print(f"Ritz, {n} functions: {value:.4f} ohm, "
          f"excess {100*(value/rho[0,0]-1):.4f} %")
print(f"bound on rho_yy, psi = ky: {shift_y:.3f} ohm")
print("-- direction n at 45 degrees --")
print(f"exact rho_nn: {rho_nn:.3f} ohm")
print(f"naive quotient, field along n: {naive:.3f} ohm")
print(f"  transverse/longitudinal current: {transverse:.4f}")
print(f"bound from trial with J along n: {aligned_bound:.3f} ohm")
print("-- entropy production, current along x --")
print(f"current density: {j:.1f} A/m; field {field_x:.3f} V/m")
print(f"rms phi/kT of the solution: {rms_phi/kT:.3e}")
print(f"exact solution: {made_exact:.5f} W/(m^2 K)")
print(f"psi = kx, same current: {made_fixed_J:.5f} W/(m^2 K)")
print(f"psi = kx, same field, balanced: {made_fixed_E:.5f} W/(m^2 K)")
print(f"  current of the balanced trial: {J_bal:.5f} A/m")
print("-- checks --")
print(f"nonlinear entropy production / quadratic form: {entropy_ratio:.6f}")
print(f"300 random trials, least dissipation/(J.rho.J): {least_ratio:.5f}")
print(f"greatest balanced production/exact: {greatest_balanced:.5f}")
print("verified")
```

Printed output:

```
temperature: 300 K; kT = 25.852 meV
chemical potential: 50 meV
phonon energy: 30 meV; Bose number 0.4563
masses x, y: 0.2, 0.8 electron masses
screening wave number kappa: 1.0 1/nm
tau impurity, tau phonon: 0.2, 0.1 ps
energy cut-off: 360 meV; grid states: 1728
electron density: 8.9371e+12 1/cm^2
exact rho_xx: 254.188 ohm
exact rho_yy: 504.796 ohm
exact rho_xx, Gaussian: 2.8282e-10 s/cm
refined grid rho_xx: 254.164 ohm
refined grid rho_yy: 504.722 ohm
-- bounds on rho_xx --
displaced Fermi, psi = kx: 283.673 ohm
  excess over exact: 11.600 %
  rms error of psi at equal current: 32.91 %
  excess with psi error halved: 2.900 %
poor trial, psi = kx eps^2: 349.509 ohm
lifetime trial in quotient: 260.862 ohm
lifetime formula without quotient: 452.103 ohm
Ritz, 1 functions: 283.6734 ohm, excess 11.5999 %
Ritz, 2 functions: 258.4713 ohm, excess 1.6851 %
Ritz, 3 functions: 257.7398 ohm, excess 1.3973 %
Ritz, 6 functions: 255.4365 ohm, excess 0.4912 %
bound on rho_yy, psi = ky: 564.162 ohm
-- direction n at 45 degrees --
exact rho_nn: 379.492 ohm
naive quotient, field along n: 338.118 ohm
  transverse/longitudinal current: -0.3302
bound from trial with J along n: 423.917 ohm
-- entropy production, current along x --
current density: 1.0 A/m; field 254.188 V/m
rms phi/kT of the solution: 7.547e-04
exact solution: 0.84729 W/(m^2 K)
psi = kx, same current: 0.94558 W/(m^2 K)
psi = kx, same field, balanced: 0.75922 W/(m^2 K)
  current of the balanced trial: 0.89606 A/m
-- checks --
nonlinear entropy production / quadratic form: 0.999998
300 random trials, least dissipation/(J.rho.J): 1.00671
greatest balanced production/exact: 0.99333
verified
```
